# The Haven ratio of collective cation motion in glass: test program

```python
"""
Result under test: when each independent event moves n cations by one site
in a common direction, and successive steps of a tracer are uncorrelated,
the Haven ratio H = D_tracer / D_sigma equals 1/n.
D_tracer: diffusivity from the mean square displacement of single ions.
D_sigma: conductivity * kT / (ion density * charge^2).
With tracer memory factor f and independent events, H = f/n.
Lengths are in cm inside the program, energies in eV, charge in coulomb.
"""
from itertools import product
import numpy as np
from scipy import constants
from scipy.integrate import quad


def make_events(ion_count, local_steps):
    """All placements, axes and senses of one event on a ring of neighbours.
    Opposite senses occupy adjacent places in the returned array."""
    events = []
    for start, axis, sense in product(range(ion_count), range(3), (1, -1)):
        moves = np.zeros((ion_count, 3))
        for k, step in enumerate(local_steps):
            moves[(start + k) % ion_count] = sense * np.roll(step, axis)
        events.append(moves)
    return np.array(events)


def enumerated_haven(events):
    """Haven ratio from every possible history of two independent events."""
    displacement = events[:, None] + events[None, :]
    single = np.sum(displacement**2)
    collective = np.sum(displacement.sum(axis=2)**2)
    return single / collective


def long_time_square(moves, transition):
    """Long-time mean square displacement per event of a Markov sequence."""
    count = len(moves)
    matrix = np.eye(count) - transition + np.ones((count, count)) / count
    later = np.linalg.solve(matrix, transition @ moves)
    return np.mean(np.sum(moves**2 + 2 * moves * later, axis=1))


def vacancy_tracer_factor(n, side):
    """Tracer memory factor for one vacancy in a periodic cubic box."""
    states = np.array(list(product(range(side), repeat=3)))[1:]
    weights = np.array([side**2, side, 1])
    count = len(states)
    transition = np.zeros((count, count))
    mean_jump = np.zeros(count)
    records = []
    for axis, sense in product(range(3), (1, -1)):
        unit = np.zeros(3, dtype=int)
        unit[axis] = sense
        hit = np.zeros(count, dtype=int)
        for k in range(1, n + 1):
            hit |= np.all((states + k * unit) % side == 0, axis=1)
        new = (states + (n + hit)[:, None] * unit) % side
        target = new @ weights - 1
        jump = -sense * hit if axis == 0 else np.zeros(count)
        transition[np.arange(count), target] += 1 / 6
        mean_jump += jump / 6
        records.append((jump, target))
    matrix = np.eye(count) - transition + np.ones((count, count)) / count
    later = np.linalg.solve(matrix, mean_jump)
    square = np.mean([np.mean(j**2) for j, _ in records])
    memory = np.mean([np.mean(j * later[t]) for j, t in records])
    return 1 + 2 * memory / square


def simulated_vacancy_haven(n, side, replicas, event_count):
    """Follow every ion while a vacancy makes straight moves of n sites."""
    rng = np.random.default_rng(12345)
    rows = np.arange(replicas)
    weights = np.array([side**2, side, 1])
    occupant = np.tile(np.arange(side**3), (replicas, 1))
    displacement = np.zeros((replicas, side**3, 3), dtype=np.int32)
    vacancy = np.zeros((replicas, 3), dtype=int)
    for _ in range(event_count):
        axis = rng.integers(3, size=replicas)
        sense = 2 * rng.integers(2, size=replicas) - 1
        for _ in range(n):
            old_site = vacancy @ weights
            vacancy[rows, axis] = (vacancy[rows, axis] + sense) % side
            new_site = vacancy @ weights
            ion = occupant[rows, new_site]
            displacement[rows, ion, axis] -= sense
            occupant[rows, old_site] = ion
            occupant[rows, new_site] = 0
    single = np.sum(displacement.astype(float)**2)
    collective = np.sum(displacement.sum(axis=1).astype(float)**2)
    return single / collective


# Independent events: exact enumeration against the derived ratio.
straight = np.array([1.0, 0.0, 0.0])
enumerated = {}
for size in range(1, 5):
    enumerated[size] = enumerated_haven(make_events(6, [straight] * size))
    assert abs(enumerated[size] - 1 / size) < 1e-12

# Equal numbers of one-ion and two-ion events.
mixed_events = np.concatenate([make_events(6, [straight]),
                               make_events(6, [straight] * 2)])
mixed_haven = enumerated_haven(mixed_events)
sizes = np.array([1, 2])
assert abs(mixed_haven - np.mean(sizes) / np.mean(sizes**2)) < 1e-12

# Two equal steps with an angle between them.
bend_degrees = 30.0
bend = np.radians(bend_degrees)
bent = np.array([np.cos(bend), np.sin(bend), 0.0])
bent_haven = enumerated_haven(make_events(6, [straight, bent]))
assert abs(bent_haven - 1 / (1 + np.cos(bend))) < 1e-12

# Exact reversal lowers both diffusivities without changing their ratio.
return_probability = 0.30
pair_events = make_events(6, [straight] * 2)
event_total = len(pair_events)
transition = np.full((event_total, event_total),
                     (1 - return_probability) / event_total)
indices = np.arange(event_total)
transition[indices, indices ^ 1] += return_probability
single_moves = pair_events.reshape(event_total, -1)
total_moves = pair_events.sum(axis=1)
single_square = long_time_square(single_moves, transition)
total_square = long_time_square(total_moves, transition)
return_f = single_square / np.mean(np.sum(single_moves**2, axis=1))
return_f_event = total_square / np.mean(np.sum(total_moves**2, axis=1))
return_haven = single_square / total_square
return_formula = (1 - return_probability) / (1 + return_probability)
assert abs(return_f - return_formula) < 1e-10
assert abs(return_f_event - return_formula) < 1e-10
assert abs(return_haven - 1 / 2) < 1e-10

# A persistent vacancy: full ion simulation against the linear solution.
small_side = 5
replicas, simulated_events = 8000, 800
small_factor = vacancy_tracer_factor(2, small_side)
simulated_haven = simulated_vacancy_haven(
    2, small_side, replicas, simulated_events)
# Sampling error is about one percent; four percent also covers finite time.
assert abs(simulated_haven / (small_factor / 2) - 1) < 0.04
factor_seven = vacancy_tracer_factor(2, 7)
factor_nine = vacancy_tracer_factor(2, 9)
assert factor_nine < 0.95

# Rough model parameters for sodium ions in soda-lime silicate glass.
temperature = 573.0
density = 1.0e22
spacing_nm = 0.35
barrier = 0.85
attempt_rate = 1.0e13
n = 2
charge = constants.e
thermal = constants.k * temperature / charge
spacing = spacing_nm * 1e-7
ion_rate = attempt_rate * np.exp(-barrier / thermal)
event_density = density * ion_rate / n
tracer_diffusivity = ion_rate * spacing**2 / 6
charge_diffusivity = event_density * (n * spacing)**2 / (6 * density)
conductivity = density * charge * charge_diffusivity / thermal
haven = tracer_diffusivity / charge_diffusivity


def driven_current(field):
    """Current density from forward and backward rates on random rows."""
    def integrand(cosine):
        work = n * spacing * field * cosine
        forward = 0.5 * event_density * np.exp(work / (2 * thermal))
        backward = 0.5 * event_density * np.exp(-work / (2 * thermal))
        return n * charge * spacing * cosine * (forward - backward)
    # The integrand is even in cosine, so the half range gives the average.
    scale = event_density * n * charge * spacing
    return scale * quad(lambda c: integrand(c) / scale, 0, 1,
                        epsabs=1e-14, epsrel=1e-11)[0]


def field_parameter(field):
    return n * spacing * field / (2 * thermal)


test_field = 1.0e4
driven_conductivity = driven_current(test_field) / test_field
assert abs(driven_conductivity / conductivity - 1) < 1e-4
assert abs(tracer_diffusivity * density * charge
           / (driven_conductivity * thermal) - 1 / n) < 1e-4
curvature_field = 2.0e5
curvature = driven_current(curvature_field) / (
    conductivity * curvature_field) - 1
curvature_formula = field_parameter(curvature_field)**2 / 10
assert abs(curvature / curvature_formula - 1) < 0.01

# Neglected effects at the measuring conditions.
measuring_field = 100.0
high_field = 1.0e6
low_nonlinearity = field_parameter(measuring_field)**2 / 10
high_nonlinearity = driven_current(high_field) / (
    conductivity * high_field) - 1
thickness = 0.10
thermal_conductivity = 0.01
heating = conductivity * measuring_field**2
temperature_rise = heating * thickness**2 / (8 * thermal_conductivity)
heating_error = (barrier / thermal - 1) * temperature_rise / temperature
relative_permittivity = 8.0
permittivity = relative_permittivity * constants.epsilon_0 / 100
charging_time = permittivity * thickness / (2 * spacing * conductivity)
frequency = 1000.0
angular_frequency = 2 * np.pi * frequency
electrode_ratio = 1 / (angular_frequency * charging_time)
frequency_ratio = angular_frequency / ion_rate

for size, value in enumerated.items():
    print(f"Enumerated Haven ratio, n={size}: {value:.4f}")
print(f"Mixed one-ion and two-ion events, H: {mixed_haven:.4f}")
print(f"Bend angle: {bend_degrees:.0f} degrees")
print(f"Bent two-ion event, H: {bent_haven:.4f}")
print(f"Reversal probability: {return_probability:.2f}")
print(f"Reversal tracer factor f: {return_f:.4f}")
print(f"Reversal event factor f_I: {return_f_event:.4f}")
print(f"Reversal model, n=2, H: {return_haven:.4f}")
print(f"Vacancy simulation box side: {small_side} sites")
print(f"Vacancy simulation replicas: {replicas}")
print(f"Vacancy simulation events each: {simulated_events}")
print(f"Vacancy n=2, simulated H: {simulated_haven:.4f}")
print(f"Vacancy n=2, f/2 same box: {small_factor / 2:.4f}")
print(f"Vacancy n=2, f for side 7: {factor_seven:.4f}")
print(f"Vacancy n=2, f for side 9: {factor_nine:.4f}")
print(f"Vacancy n=2, H for side 9: {factor_nine / 2:.4f}")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {thermal:.5f} eV")
print(f"Sodium density: {density:.2e} cm^-3")
print(f"Site spacing: {spacing_nm:.2f} nm")
print(f"Barrier: {barrier:.2f} eV")
print(f"Attempt rate: {attempt_rate:.2e} s^-1")
print(f"Ions moved per event: {n}")
print(f"Step rate per ion: {ion_rate:.3e} s^-1")
print(f"Event density rate: {event_density:.3e} cm^-3 s^-1")
print(f"Tracer diffusivity: {tracer_diffusivity:.3e} cm^2/s")
print(f"Charge diffusivity: {charge_diffusivity:.3e} cm^2/s")
print(f"Conductivity, mean square: {conductivity:.3e} S/cm")
print(f"Conductivity, field drive: {driven_conductivity:.3e} S/cm")
print(f"Example Haven ratio: {haven:.4f}")
print(f"Field of drive test: {test_field / 1e6:.2e} MV/cm")
print(f"Field of curvature test: {curvature_field / 1e6:.2f} MV/cm")
print(f"Curvature, quadrature: {curvature:.4e} (fraction)")
print(f"Curvature, x^2/10: {curvature_formula:.4e} (fraction)")
print(f"Measuring field: {measuring_field / 1e6:.1e} MV/cm")
print(f"Measuring-field x: {field_parameter(measuring_field):.3e}")
print(f"Measuring-field excess: {low_nonlinearity:.2e} (fraction)")
print(f"High field: {high_field / 1e6:.1f} MV/cm")
print(f"High-field x: {field_parameter(high_field):.4f}")
print(f"High-field excess J/E: {100 * high_nonlinearity:.2f} percent")
print(f"Plate thickness: {thickness * 10:.1f} mm")
print(f"Thermal conductivity: {thermal_conductivity:.3f} W/(cm K)")
print(f"Joule heating: {heating:.3e} W/cm^3")
print(f"Midplane temperature rise: {temperature_rise:.2e} K")
print(f"Heating effect on sigma: {heating_error:.2e} (fraction)")
print(f"Relative permittivity: {relative_permittivity:.1f}")
print(f"Electrode charging time: {charging_time:.3e} s")
print(f"Measuring frequency: {frequency:.0f} Hz")
print(f"Electrode/bulk impedance: {electrode_ratio:.2e}")
print(f"Angular frequency/ion step rate: {frequency_ratio:.2e}")
print("success")
```

Running it gives:

```
Enumerated Haven ratio, n=1: 1.0000
Enumerated Haven ratio, n=2: 0.5000
Enumerated Haven ratio, n=3: 0.3333
Enumerated Haven ratio, n=4: 0.2500
Mixed one-ion and two-ion events, H: 0.6000
Bend angle: 30 degrees
Bent two-ion event, H: 0.5359
Reversal probability: 0.30
Reversal tracer factor f: 0.5385
Reversal event factor f_I: 0.5385
Reversal model, n=2, H: 0.5000
Vacancy simulation box side: 5 sites
Vacancy simulation replicas: 8000
Vacancy simulation events each: 800
Vacancy n=2, simulated H: 0.3687
Vacancy n=2, f/2 same box: 0.3648
Vacancy n=2, f for side 7: 0.6813
Vacancy n=2, f for side 9: 0.6686
Vacancy n=2, H for side 9: 0.3343
Temperature: 573 K
Thermal energy kT: 0.04938 eV
Sodium density: 1.00e+22 cm^-3
Site spacing: 0.35 nm
Barrier: 0.85 eV
Attempt rate: 1.00e+13 s^-1
Ions moved per event: 2
Step rate per ion: 3.341e+05 s^-1
Event density rate: 1.671e+27 cm^-3 s^-1
Tracer diffusivity: 6.821e-11 cm^2/s
Charge diffusivity: 1.364e-10 cm^2/s
Conductivity, mean square: 4.427e-06 S/cm
Conductivity, field drive: 4.427e-06 S/cm
Example Haven ratio: 0.5000
Field of drive test: 1.00e-02 MV/cm
Field of curvature test: 0.20 MV/cm
Curvature, quadrature: 2.0112e-03 (fraction)
Curvature, x^2/10: 2.0097e-03 (fraction)
Measuring field: 1.0e-04 MV/cm
Measuring-field x: 7.088e-05
Measuring-field excess: 5.02e-10 (fraction)
High field: 1.0 MV/cm
High-field x: 0.7088
High-field excess J/E: 5.12 percent
Plate thickness: 1.0 mm
Thermal conductivity: 0.010 W/(cm K)
Joule heating: 4.427e-02 W/cm^3
Midplane temperature rise: 5.53e-03 K
Heating effect on sigma: 1.57e-04 (fraction)
Relative permittivity: 8.0
Electrode charging time: 2.286e-01 s
Measuring frequency: 1000 Hz
Electrode/bulk impedance: 6.96e-04
Angular frequency/ion step rate: 1.88e-02
success
```
